**Site-site function counterpoise for AlH₃(NH₃)₂**

The program computes the energy E(S) of every subset S of A = AlH₃ and D1, D2 = NH₃ in the basis of all three sites, and from these the pair energies e(ij) and the three-body energy e(123). At the frozen-core MP2/def2-SVP level the pair energies sum to −1.905 eV, the three-body energy is +0.350 eV and the total is −1.555 eV. The program asserts that the same many-body inversion recovers the London pair energies within 1% and the triple-dipole energy within 2% for coupled oscillators, in a triangle and on a line. It asserts that summed monomer densities give no three-body energy, and that orbital relaxation is the largest part of the three-body term. It also asserts that density fitting changes the A–D1 energy by less than 2 meV, and the output shows 0.37 meV. With D2 at 4 nm, in 6-31G, the three-body term must fall below 1 meV and the A–D1 energy must match its two-site counterpoise value. For the A–D1 pair, the energy gained by borrowing basis functions must shrink in the larger basis, and it falls from 0.310 eV in def2-SVP to 0.098 eV in def2-TZVP.

## Numerical check

```python
# Result under test: site-site function counterpoise (SSFC) for a trimer.
# Every subset S of the fragments is computed in the basis of ALL sites, then
#   e(ij)  = E(ij) - E(i) - E(j)
#   e(123) = E(123) - sum E(ij) + sum E(i)
# Fragments: A = AlH3, D1 and D2 = NH3 in the adduct AlH3(NH3)2.
# Levels stored for each subset, in eV:
#   0 energy functional with summed monomer densities (not antisymmetrized)
#   1 antisymmetrized product of frozen monomers (orthonormalized orbitals)
#   2 self-consistent Hartree-Fock      3 frozen-core MP2
import os
os.environ["OMP_NUM_THREADS"] = "1"
from itertools import combinations
import numpy as np
from scipy import constants as const
from pyscf import gto, scf, df, mp, lib

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
KJ = const.e * const.N_A / 1000.0          # kJ/mol per eV
CORE = {"Al": 5, "N": 1, "H": 0}           # frozen core orbitals
NAMES = ("A", "D1", "D2")
SUBSETS = [s for n in (1, 2, 3) for s in combinations(NAMES, n)]
AD1, AD2, DD, ALL = ("A", "D1"), ("A", "D2"), ("D1", "D2"), NAMES
PAIR_SET = [("A",), ("D1",), AD1]
AL_N, AL_H, N_H, HNH = 0.210, 0.161, 0.1014, 107.0   # nm, nm, nm, degree
MAIN, LARGE, COARSE = "def2-svp", "def2-tzvp", "6-31g"


def show(text):
    print(text, flush=True)


def alane(bond=AL_H):
    phi = np.radians([0.0, 120.0, 240.0])
    return [("Al", (0.0, 0.0, 0.0))] + [
        ("H", (bond * np.cos(p), bond * np.sin(p), 0.0)) for p in phi]


def ammonia(height, side=1, bond=N_H, angle=HNH):
    radius = 2 * bond * np.sin(np.radians(angle) / 2) / np.sqrt(3)
    rise = np.sqrt(bond**2 - radius**2)
    phi = np.radians([60.0, 180.0, 300.0])
    return [("N", (0.0, 0.0, side * height))] + [
        ("H", (radius * np.cos(p), radius * np.sin(p), side * (height + rise)))
        for p in phi]


def make_trimer(first=AL_N, second=AL_N):
    return {"A": alane(), "D1": ammonia(first), "D2": ammonia(second, -1)}


def molecule(parts, sites, occupied, basis):
    atoms = []
    for name in sites:
        for symbol, xyz in parts[name]:
            label = symbol if name in occupied else "ghost-" + symbol
            atoms.append((label, tuple(10.0 * float(x) for x in xyz)))
    return gto.M(atom=atoms, basis=basis, unit="Angstrom", verbose=0)


def core_count(parts, occupied):
    return sum(CORE[symbol] for name in occupied for symbol, _ in parts[name])


class FittedSites:
    """Fitted two-electron factors of all sites, reused for any subset."""

    def __init__(self, parts, names, basis):
        self.parts, self.names, self.basis = parts, names, basis
        whole = molecule(parts, names, names, basis)
        fit = df.DF(whole, auxbasis="def2-tzvp-jkfit")
        fit.build()
        self.factors = lib.unpack_tril(
            np.vstack([block.copy() for block in fit.loop()]))
        self.nao = whole.nao_nr()
        ranges, first = whole.aoslice_by_atom(), 0
        self.functions = {}
        for name in names:
            last = first + len(parts[name]) - 1
            self.functions[name] = np.arange(ranges[first][2],
                                             ranges[last][3])
            first = last + 1

    def cut(self, sites):
        if tuple(sites) == tuple(self.names):
            return self.factors
        keep = np.concatenate([self.functions[name] for name in sites])
        return np.ascontiguousarray(
            self.factors[:, keep[:, None], keep[None, :]])

    def solve(self, sites, subsets):
        """Energies of the subsets, all in the basis of the given sites."""
        factors = self.cut(sites)
        jk = coulomb_exchange(factors)
        overlap = molecule(self.parts, sites, sites,
                           self.basis).intor("int1e_ovlp")
        energies, monomers = {}, {}
        for subset in sorted(subsets, key=len):
            mf = scf.RHF(molecule(self.parts, sites, subset, self.basis))
            mf.get_jk = jk
            mf.direct_scf, mf.conv_check = False, False
            mf.conv_tol, mf.verbose = 1e-8, 0
            guess, e_sum, e_frozen = None, np.nan, np.nan
            if len(subset) > 1 and all(m in monomers for m in subset):
                joined = np.hstack([
                    monomers[m].mo_coeff[:, monomers[m].mo_occ > 0]
                    for m in subset])
                e_sum = mf.energy_tot(2 * joined @ joined.T)
                metric = joined.T @ overlap @ joined
                guess = 2 * joined @ np.linalg.solve(metric, joined.T)
                guess = (guess + guess.T) / 2
                e_frozen = mf.energy_tot(guess)
            e_hf = mf.kernel(dm0=guess)
            assert mf.converged
            if len(subset) == 1:
                monomers[subset[0]] = mf
                e_sum = e_frozen = e_hf
            e_mp2 = e_hf + fitted_mp2(mf, factors,
                                      core_count(self.parts, subset))
            energies[subset] = EV * np.array([e_sum, e_frozen, e_hf, e_mp2])
        return energies, monomers


def coulomb_exchange(factors):
    naux, nao, _ = factors.shape
    flat = factors.reshape(naux, nao * nao)

    def get_jk(mol=None, dm=None, hermi=1, with_j=True, with_k=True,
               omega=None, **_):
        dm = np.asarray(dm)
        coulomb = ((flat @ dm.ravel()) @ flat).reshape(nao, nao)
        weight, vectors = np.linalg.eigh(dm)
        keep = np.abs(weight) > 1e-11
        weight = weight[keep]
        orbitals = vectors[:, keep] * np.sqrt(np.abs(weight))
        half = (factors.reshape(naux * nao, nao) @ orbitals).reshape(
            naux, nao, -1).transpose(1, 0, 2)
        left = half.reshape(nao, -1)
        right = (half * np.sign(weight)).reshape(nao, -1)
        return coulomb, left @ right.T
    return get_jk


def fitted_mp2(mf, factors, ncore):
    nocc = mf.mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, ncore:nocc], mf.mo_coeff[:, nocc:]
    e_occ, e_vir = mf.mo_energy[ncore:nocc], mf.mo_energy[nocc:]
    half = np.tensordot(factors, occ, axes=(2, 0))        # Q, m, i
    full = np.tensordot(half, vir, axes=(1, 0))           # Q, i, a
    full = np.ascontiguousarray(full.transpose(1, 0, 2))  # i, Q, a
    vir_sum = e_vir[:, None] + e_vir[None, :]
    energy = 0.0
    for i in range(len(e_occ)):
        for j in range(i + 1):
            g = full[i].T @ full[j]
            term = np.sum(g * (2 * g - g.T) / (e_occ[i] + e_occ[j] - vir_sum))
            energy += term if i == j else 2 * term
    return energy


def many_body(energy, members):
    """Recursive removal of all lower-body terms."""
    terms = {}
    for size in range(1, len(members) + 1):
        for s in combinations(members, size):
            lower = sum(terms[t] for k in range(1, size)
                        for t in combinations(s, k))
            terms[s] = energy[s] - lower
    return terms


def triple_dipole(alpha, omega, xyz):
    """Leading three-body dispersion energy of three oscillators (a.u.)."""
    a = np.linalg.norm(xyz[1] - xyz[2])
    b = np.linalg.norm(xyz[0] - xyz[2])
    c = np.linalg.norm(xyz[0] - xyz[1])
    cosines = ((b*b + c*c - a*a) * (a*a + c*c - b*b) * (a*a + b*b - c*c)
               / (8 * (a * b * c)**2))
    pair_sums = ((omega[0] + omega[1]) * (omega[1] + omega[2])
                 * (omega[2] + omega[0]))
    c9 = 1.5 * np.prod(alpha) * np.prod(omega) * np.sum(omega) / pair_sums
    return c9 * (1 + 3 * cosines) / (a * b * c)**3


def parabola(low, mid, high):
    """Offset of the minimum in steps, and height of mid above it."""
    slope, curvature = (high - low) / 2, high - 2 * mid + low
    assert curvature > 0
    return -slope / curvature, slope**2 / (2 * curvature)


# --- Test: the inversion finds known pair and triple terms of oscillators
alpha, omega = np.array([10.0, 12.0, 8.0]), np.array([0.40, 0.45, 0.50])
shapes = {"triangle": np.array([[0, 0, 0], [25.0, 0, 0], [11.0, 22.0, 0]]),
          "line": np.array([[0, 0, -25.0], [0, 0, 0], [0, 0, 25.0]])}
for shape, xyz in shapes.items():
    energy = {}
    for s in [t for n in (1, 2, 3) for t in combinations(range(3), n)]:
        matrix = np.diag(np.repeat(omega[list(s)]**2, 3))
        for p, q in combinations(range(len(s)), 2):
            i, j = s[p], s[q]
            r = xyz[j] - xyz[i]
            d = np.linalg.norm(r)
            tensor = (np.eye(3) - 3 * np.outer(r, r) / d**2) / d**3
            block = omega[i] * omega[j] * np.sqrt(alpha[i]*alpha[j]) * tensor
            matrix[3*p:3*p+3, 3*q:3*q+3] = block
            matrix[3*q:3*q+3, 3*p:3*p+3] = block
        energy[s] = 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(matrix)))
    terms = many_body(energy, (0, 1, 2))
    for i, j in combinations(range(3), 2):
        d = np.linalg.norm(xyz[i] - xyz[j])
        london = (-1.5 * alpha[i] * alpha[j] * omega[i] * omega[j]
                  / (omega[i] + omega[j]) / d**6)
        assert abs(terms[(i, j)] / london - 1) < 0.01
    ratio = terms[(0, 1, 2)] / triple_dipole(alpha, omega, xyz)
    assert abs(ratio - 1) < 0.02      # higher orders in alpha/R^3 remain
    show(f"oscillator triple term / formula, {shape}: {ratio:.4f}")

# --- Main calculation: seven subsets in the three-site basis
parts = make_trimer()
system = FittedSites(parts, NAMES, MAIN)
E, monomers = system.solve(NAMES, SUBSETS)
T = many_body(E, NAMES)
P = system.solve(AD1, PAIR_SET)[0]                 # two-site basis
own = {m: system.solve((m,), [(m,)])[0][(m,)] for m in ("A", "D1")}
dd_own = system.solve(DD, [DD])[0][DD][3]
borrow = {m: own[m] - E[(m,)] for m in own}
total_borrow = borrow["A"][3] + 2 * borrow["D1"][3]
ssfc_total = E[ALL][3] - sum(E[(m,)][3] for m in NAMES)
raw_total = E[ALL][3] - own["A"][3] - 2 * own["D1"][3]

show(f"Al-N, Al-H, N-H: {AL_N:.3f}, {AL_H:.3f}, {N_H:.4f} nm")
show(f"H-N-H angle: {HNH:.1f} degree")
show(f"basis functions, three sites, def2-SVP: {system.nao}")
show("MP2/def2-SVP energies in the three-site basis:")
for s in SUBSETS:
    show(f"  E({','.join(s)}) = {E[s][3]:.4f} eV")
show("SSFC terms (eV): frozen product, relaxation, correlation, total")
for s in (AD1, AD2, DD, ALL):
    t = T[s]
    show(f"  e({','.join(s)}): {t[1]:.4f}, {t[2]-t[1]:.4f}, "
         f"{t[3]-t[2]:.4f}, {t[3]:.4f}")
show(f"three-body term of summed densities: {abs(T[ALL][0]):.1e} eV")

# Mirror-related donors must agree; extra functions lower the HF energy.
assert abs(T[AD1][3] - T[AD2][3]) < 1e-4
for m in own:
    assert own[m][2] > P[(m,)][2] > E[(m,)][2] - 1e-5
for s in (AD1, AD2, DD, ALL):
    assert E[s][2] < E[s][1]          # relaxation lowers the frozen product
# Summed densities give a quadratic functional: no three-body term.
assert abs(T[ALL][0]) < 1e-5
exchange3 = T[ALL][1]
relax3 = T[ALL][2] - T[ALL][1]
corr3 = T[ALL][3] - T[ALL][2]
assert relax3 > max(abs(exchange3), abs(corr3))

pair_sum = T[AD1][3] + T[AD2][3] + T[DD][3]
second_gain = T[AD2][3] + T[DD][3] + T[ALL][3]
show(f"sum of pair energies: {pair_sum:.4f} eV = {pair_sum*KJ:.1f} kJ/mol")
show(f"three-body energy: {T[ALL][3]:.4f} eV = {T[ALL][3]*KJ:.1f} kJ/mol")
show(f"SSFC total: {ssfc_total:.4f} eV = {ssfc_total*KJ:.1f} kJ/mol")
show(f"uncorrected total: {raw_total:.4f} eV")
show(f"borrowing by A, by each D: {borrow['A'][3]:.4f}, "
     f"{borrow['D1'][3]:.4f} eV")
show(f"borrowing, sum: {total_borrow:.4f} eV")
show(f"gain from first ammonia: {T[AD1][3]:.4f} eV")
show(f"gain from second ammonia: {second_gain:.4f} eV")

# --- Comparison of schemes in the same basis set
pair_two_site = P[AD1] - P[("A",)] - P[("D1",)]
a_own, d_own = own["A"][3], own["D1"][3]
raw_pair, raw_dd = P[AD1][3] - a_own - d_own, dd_own - 2 * d_own
raw_three = E[ALL][3] - 2 * P[AD1][3] - dd_own + a_own + 2 * d_own
show(f"A-D1 uncorrected: {raw_pair:.4f} eV")
show(f"A-D1 two-site counterpoise: {pair_two_site[3]:.4f} eV")
show(f"D1-D2 uncorrected: {raw_dd:.4f} eV")
show(f"three-body uncorrected: {raw_three:.4f} eV")

# --- The same pair with conventional integrals and a separate MP2 code
eri = molecule(parts, AD1, AD1, MAIN).intor("int2e", aosym="s8")
unfitted = {}
for s in PAIR_SET:
    mf = scf.RHF(molecule(parts, AD1, s, MAIN))
    mf._eri, mf.verbose, mf.conv_tol = eri, 0, 1e-9
    e_hf = mf.kernel()
    e_corr = mp.MP2(mf, frozen=core_count(parts, s)).kernel()[0]
    unfitted[s] = EV * np.array([e_hf, e_hf + e_corr])
pair_unfitted = unfitted[AD1] - unfitted[("A",)] - unfitted[("D1",)]
fit_error = np.max(np.abs(pair_unfitted - pair_two_site[2:]))
assert fit_error < 2e-3               # density-fitting error, eV
show(f"largest fitting error in A-D1: {fit_error:.1e} eV")

# --- Coarse basis: sensitivity of the terms, and the far limit
C = FittedSites(parts, NAMES, COARSE).solve(NAMES, SUBSETS)[0]
T_coarse = many_body(C, NAMES)
show(f"6-31G SSFC A-D1, three-body: {T_coarse[AD1][3]:.4f}, "
     f"{T_coarse[ALL][3]:.4f} eV")
FAR = 4.0
far_system = FittedSites(make_trimer(second=FAR), NAMES, COARSE)
F = many_body(far_system.solve(NAMES, SUBSETS)[0], NAMES)
G = many_body(FittedSites(parts, AD1, COARSE).solve(AD1, PAIR_SET)[0], AD1)
assert abs(F[ALL][3]) < 1e-3
assert abs(F[AD1][3] - G[AD1][3]) < 1e-4
show(f"6-31G three-body with D2 at {FAR:.1f} nm: {F[ALL][3]:.1e} eV")

# --- Sizes of neglected effects
step = 0.010
scan = [FittedSites(make_trimer(r, r), NAMES, COARSE).solve(
        NAMES, [ALL])[0][ALL][3] for r in (AL_N - step, AL_N + step)]
shift, strain = parabola(scan[0], C[ALL][3], scan[1])
show(f"Al-N at 6-31G minimum: {AL_N + shift*step:.4f} nm")
show(f"energy above that minimum: {strain:.4f} eV")


def fragment_energy(atoms):
    single = FittedSites({"X": atoms}, ("X",), MAIN)
    return single.solve(("X",), [("X",)])[0][("X",)][3]


h, turn = 0.003, 4.0                  # nm, degree
d_mid = fragment_energy(ammonia(AL_N))
prep_a = parabola(fragment_energy(alane(AL_H - h)), fragment_energy(alane()),
                  fragment_energy(alane(AL_H + h)))[1]
prep_d = parabola(fragment_energy(ammonia(AL_N, bond=N_H - h)), d_mid,
                  fragment_energy(ammonia(AL_N, bond=N_H + h)))[1]
prep_d += parabola(fragment_energy(ammonia(AL_N, angle=HNH - turn)), d_mid,
                   fragment_energy(ammonia(AL_N, angle=HNH + turn)))[1]
show(f"preparation of A, of each D: {prep_a:.4f}, {prep_d:.4f} eV")

polar, ionize = [], []
for m in ("D1", "A", "D2"):
    mf = monomers[m]
    nocc = mf.mol.nelectron // 2
    c, e = mf.mo_coeff, mf.mo_energy
    gap = e[None, nocc:] - e[:nocc, None]
    moments = [c[:, :nocc].T @ x @ c[:, nocc:]
               for x in mf.mol.intor("int1e_r")]
    polar.append(4 / 3 * sum(np.sum(x**2 / gap) for x in moments))
    ionize.append(-e[nocc - 1])
line = np.array([[0, 0, AL_N], [0, 0, 0], [0, 0, -AL_N]]) / BOHR_NM
dispersion3 = EV * triple_dipole(np.array(polar), np.array(ionize), line)
show(f"polarizability of A, D: {polar[1]:.1f}, {polar[0]:.1f} bohr^3")
show(f"orbital ionization energy of A, D: {ionize[1]*EV:.2f}, "
     f"{ionize[0]*EV:.2f} eV")
show(f"undamped triple-dipole energy: {dispersion3:.4f} eV")

TEMP, PRESSURE = 300.0, const.torr    # K, Pa (1 Torr)


def translation(occupied):
    mass = sum(molecule(parts, occupied, occupied, COARSE).atom_mass_list(
        isotope_avg=True)) * const.atomic_mass
    density = (2 * np.pi * mass * const.k * TEMP / const.h**2)**1.5
    return (-const.k * TEMP / const.e
            * np.log(density * const.k * TEMP / PRESSURE))


trans_cost = translation(ALL) - translation(AD1) - translation(("D2",))
show(f"translation cost, {TEMP:.0f} K, {PRESSURE/const.torr:.0f} Torr: "
     f"{trans_cost:.3f} eV")

# --- Larger basis for the donor-acceptor pair: borrowing must shrink
large = FittedSites(parts, AD1, LARGE)
L = large.solve(AD1, PAIR_SET)[0]
pair_large = L[AD1][3] - L[("A",)][3] - L[("D1",)][3]
borrow_large = sum(large.solve((m,), [(m,)])[0][(m,)][3] - L[(m,)][3]
                   for m in AD1)
borrow_pair = sum(own[m][3] - P[(m,)][3] for m in AD1)
assert borrow_large < borrow_pair
show(f"A-D1 two-site counterpoise, def2-TZVP: {pair_large:.4f} eV")
show(f"A-D1 borrowing, def2-SVP, def2-TZVP: {borrow_pair:.4f}, "
     f"{borrow_large:.4f} eV")
print("success")
```

Output:

```
oscillator triple term / formula, triangle: 0.9979
oscillator triple term / formula, line: 1.0079
Al-N, Al-H, N-H: 0.210, 0.161, 0.1014 nm
H-N-H angle: 107.0 degree
basis functions, three sites, def2-SVP: 91
MP2/def2-SVP energies in the three-site basis:
  E(A) = -6629.5830 eV
  E(D1) = -1533.2499 eV
  E(D2) = -1533.2499 eV
  E(A,D1) = -8163.8360 eV
  E(A,D2) = -8163.8360 eV
  E(D1,D2) = -3066.3988 eV
  E(A,D1,D2) = -9697.6377 eV
SSFC terms (eV): frozen product, relaxation, correlation, total
  e(A,D1): 0.0560, -0.9761, -0.0831, -1.0031
  e(A,D2): 0.0560, -0.9761, -0.0831, -1.0031
  e(D1,D2): 0.1111, -0.0057, -0.0043, 0.1010
  e(A,D1,D2): 0.1190, 0.1988, 0.0325, 0.3503
three-body term of summed densities: 1.8e-12 eV
sum of pair energies: -1.9053 eV = -183.8 kJ/mol
three-body energy: 0.3503 eV = 33.8 kJ/mol
SSFC total: -1.5549 eV = -150.0 kJ/mol
uncorrected total: -2.2010 eV
borrowing by A, by each D: 0.0550, 0.2955 eV
borrowing, sum: 0.6460 eV
gain from first ammonia: -1.0031 eV
gain from second ammonia: -0.5518 eV
A-D1 uncorrected: -1.3093 eV
A-D1 two-site counterpoise: -0.9998 eV
D1-D2 uncorrected: 0.0852 eV
three-body uncorrected: 0.3324 eV
largest fitting error in A-D1: 3.7e-04 eV
6-31G SSFC A-D1, three-body: -1.1000, 0.3766 eV
6-31G three-body with D2 at 4.0 nm: 8.3e-05 eV
Al-N at 6-31G minimum: 0.2187 nm
energy above that minimum: 0.0600 eV
preparation of A, of each D: 0.0238, 0.0057 eV
polarizability of A, D: 19.8, 8.1 bohr^3
orbital ionization energy of A, D: 11.69, 11.61 eV
undamped triple-dipole energy: -0.0087 eV
translation cost, 300 K, 1 Torr: 0.543 eV
A-D1 two-site counterpoise, def2-TZVP: -1.0465 eV
A-D1 borrowing, def2-SVP, def2-TZVP: 0.3095, 0.0975 eV
success
```
